# Integrating the Tool-Narayanaswamy-Moynihan equations with bounded temperature increments

A polymer cooled through its glass transition, aged and reheated shows a heat-capacity peak whose height depends on the whole thermal history. To compute it, one must follow a structure whose relaxation time runs from microseconds in the liquid to many years in the cold glass. The scheme below chooses its steps by temperature increments instead of by a fixed time and keeps its accuracy over this range.

## Model and conventions

The fictive temperature $T_f$ is the temperature at which the equilibrium liquid would have the present structure. At the start $T_f=T$. After a small temperature step $\Delta T$, the departure $T_f-T$ is $-\Delta T\,\phi(u)$, with $\phi(u)=e^{-u^\beta}$ and $0<\beta\le1$. Here $u$ is the reduced time since the step, defined by $d\xi=dt/\tau$. The model assumes that responses to successive steps add in reduced time:

$$T_f(t)=T(t)-\int\phi\big(\xi(t)-\xi(t')\big)\,dT(t').\tag{1}$$

On cooling $dT<0$, so $T_f>T$, as it should be for a structure that lags behind. The relaxation time is

$$\ln\tau=\ln\tau_r+\frac{xH}{R}\Big(\frac1T-\frac1{T_f}\Big)+\frac HR\Big(\frac1{T_f}-\frac1{T_r}\Big),\tag{2}$$

with activation enthalpy $H$, gas constant $R$ and nonlinearity parameter $0\le x\le1$. In equilibrium the first bracket vanishes, leaving an Arrhenius law with $\tau=\tau_r$ at $T_r$. Pressure is constant and the sample temperature is uniform.

The $1/T_f$ terms in (2) have total coefficient $(1-x)H/R$. Differentiation gives

$$-\frac{\partial\ln\tau}{\partial T}=\frac{xH}{RT^2},\qquad -\frac{\partial\ln\tau}{\partial T_f}=\frac{(1-x)H}{RT_f^2}.\tag{3}$$

Bounding the increments of both temperatures therefore bounds the change of $\ln\tau$ in a step.

The example uses $H=700$ kJ/mol, $x=\beta=0.5$ and $\tau_r=100$ s at $T_r=373$ K. Both sensitivities are then 0.303 per kelvin at 373 K.

## One step

**Reduced-time increment.** Let $l=\ln\tau$ go from $l_0$ to $l_1=l_0+d$ during $\Delta t$. Taking $l$ linear in time,

$$w=\int_0^{\Delta t}e^{-l_0-ds/\Delta t}ds=\Delta t\,e^{-l_0}\frac{1-e^{-d}}d .$$

Taking $e^{-d/2}$ out of the numerator leaves $e^{d/2}-e^{-d/2}=2\sinh(d/2)$, so

$$w=\Delta t\,e^{-(l_0+l_1)/2}\,\frac{\sinh(d/2)}{d/2}.\tag{4}$$

The last factor is set to 1 when $d$ is negligible.

**Memory integral.** In past interval $j$, take $T$ linear in $\xi$, so that $dT=\Delta T_j\,d\xi/w_j$. Let $u_j$ be the reduced-time distance from the end of that interval to the present. Equation (1) becomes

$$T_{f,n}=T_n-\sum_{j\le n}\Delta T_j\,\bar\phi_j,\qquad \bar\phi_j=\frac{\Phi(u_j+w_j)-\Phi(u_j)}{w_j},\tag{5}$$

where $\Phi(u)=\int_0^u e^{-s^\beta}ds$. Substituting $v=s^\beta$, $ds=\beta^{-1}v^{1/\beta-1}dv$, gives

$$\Phi(u)=\frac1\beta\int_0^{u^\beta}v^{1/\beta-1}e^{-v}dv=\Gamma(1+1/\beta)\,P(1/\beta,u^\beta),$$

with $P$ the regularized lower incomplete gamma function; the prefactor follows from $\Gamma(1/\beta)/\beta=\Gamma(1+1/\beta)$. Holds have $\Delta T_j=0$ and need no stored interval, but their $w$ lengthens every distance.

Two limits show what (5) does. In the cold glass $w_n\to0$ and $\bar\phi_n\to1$: the new temperature step cancels from $T_{f,n}$ and the structure stays frozen. In the hot liquid $w_n\gg1$, older intervals are forgotten and $\bar\phi_n\approx\Gamma(1+1/\beta)/w_n$. With $\tau$ nearly constant over the step, $w_n=\Delta t/\tau$ and $T_f-T\approx-\Gamma(1+1/\beta)\,\tau\,dT/dt$. This is the steady lag, obtained without resolving $\tau$ in time.

**Implicit solve.** $T_{f,n}$ enters (5) through $l_1$ and $w$. Start from the old $T_f$, compute $w$, evaluate (5), and repeat. If $F$ denotes this map, its slope is

$$F'=\frac{\partial F}{\partial\ln w}\,\frac{\partial\ln w}{\partial l_1}\,\frac{\partial l_1}{\partial T_f}.$$

From (4), $\partial\ln w/\partial l_1=-\tfrac12+d/12+\dots$. When relaxation in the step makes most of the change in $T_f$, $\partial F/\partial\ln w$ is of order $\Delta T_f$. Hence

$$|F'|\sim\frac{(1-x)H}{2RT_f^2}\,|\Delta T_f| .\tag{6}$$

This is an estimate, not a bound. For 1 K it gives $0.303/2\approx0.15$.

## Step selection

A bound $\delta$ on $|\Delta T_f|$ alone is not enough, for two reasons.

First, $T_f$ stands still in the cold glass while $\tau$ does not. In the example, cooling from 343 to 323 K changes $T_f$ by 0.02 K but $\ln\tau$ by 7.6, a factor of about 2000. A test on $T_f$ would accept this as one step. That is harmless while the structure stays frozen, but not when a long step runs into the range where relaxation resumes. Reheating from 323 to 363 K in one step gives a $T_f$ that is 0.75 K too low at 363 K. The computed change in that step is only $-0.65$ K, so a test with $\delta=1$ K would accept it. The temperature must be bounded too.

Second, $T_f$ can rise and return during a hold, so that its endpoint increment is small although much has happened. The hold step must also be limited by elapsed time. The complete rules are

$$|\Delta T_f|\le\delta,\qquad|\Delta T|\le\delta/2,\qquad \Delta t_{\rm hold}\le\max\Big(\frac{\delta}{2|q|},\ \frac{\delta}{2\,\mathrm K}\,t_{\rm hold}\Big),\tag{7}$$

where $q$ is the rate of the last ramp and $t_{\rm hold}$ the time already spent in the hold. All limits shrink in proportion to $\delta$. The constants $1/2$ are choices.

```
T = Tf = T_start; history empty
for each leg (target, duration):
  q = (target - T)/duration    # 0 in a hold, where (7) keeps the last ramp rate
  propose dt from the limits (7)
  until the leg ends:
    divide the remaining time evenly into steps <= dt
    l0 = ln tau(T, Tf);  T1 = T + q*dt;  g = Tf
    repeat:
      l1 = ln tau(T1, g);  w from (4)
      g_new = T1 - sum(dT_j * mean_phi(u_j + w, w_j))
                 - q*dt * mean_phi(0, w)
      correction = g_new - g;  g = g_new
    until |correction| < 1e-9 K
    if not converged in 40 passes: halve dt, retry
    if |g - Tf| > delta: shorten dt, retry
    add w to every stored distance u_j
    if q != 0: store (dT = q*dt, width = w, u = 0)
    next dt = dt * min(2, 0.9*delta/|g - Tf|), within (7)
    T = T1;  Tf = g
```

## Rounding and cost

The distances $u_j$ are stored and increased; they are not formed as differences of an accumulated $\xi$. The example shows why. At 403 K, $\tau=5.0\times10^{-6}$ s and $\ln\tau$ changes by $H/RT^2=0.52$ per kelvin. Cooling at 10 K/min (0.167 K/s) from there accumulates $\xi\approx1/(5.0\times10^{-6}\times0.52\times0.167)\approx2.3\times10^6$. Near this value double-precision numbers are $4.7\times10^{-10}$ apart. At 323 K, equation (2) with $T_f=372.46$ K gives $\tau\approx4.6\times10^9$ s, so a step of 0.75 s adds only $1.6\times10^{-10}$, which rounding would discard.

The difference in (5) loses digits when $w_j\ll u_j$. If $w_j$ is below $10^{-3}$ of the distance $m$ to the interval's midpoint, use $\bar\phi_j=\phi(m)$. The leading error is $w_j^2\phi''(m)/24$. Two differentiations give

$$m^2\phi''=\big[\beta^2v^2+\beta(1-\beta)v\big]e^{-v},\qquad v=m^\beta,$$

whose maximum for $\beta=1/2$ is 0.21. The error is thus at most about $10^{-8}$ K per kelvin of past temperature change. Intervals with $u_j^\beta>40$ can be dropped, since their weight is below $e^{-40}$.

With $N$ steps, $M$ remembered intervals and $I$ passes per step, the cost is of order $NMI$ kernel evaluations and the storage is of order $M$. For a fixed history $N$ and $M$ grow as $1/\delta$, so halving $\delta$ costs about four times as much if $I$ is unchanged.

## Stability and order

Number the intervals from 1 to $n$, including holds. Summation by parts in (5) gives

$$T_{f,n}=\bar\phi_1T_0+\sum_{j=1}^{n-1}(\bar\phi_{j+1}-\bar\phi_j)T_j+(1-\bar\phi_n)T_n .\tag{8}$$

Since $\phi$ decreases with distance, later intervals have larger averages, and all averages lie between 0 and 1. The weights in (8) are therefore non-negative, and they add to 1. So $T_{f,n}$ stays between the lowest and highest temperatures of the history, whatever the step size. This excludes runaway values; it does not ensure accuracy.

For accuracy, consider the assumption that $T$ is linear in $\xi$. With $T$ and $\ln\tau$ both linear in time and $s=t/\Delta t$, the error within a step is

$$e=\Delta T\Big[s-\frac{1-e^{-ds}}{1-e^{-d}}\Big]\approx-\tfrac12\,d\,\Delta T\,s(1-s),$$

at most $|d\,\Delta T|/8$ to leading order, hence $O(\delta^2)$. It vanishes at the step ends. For given reduced times, its effect on $T_f$ follows from integration by parts:

$$-\int\phi(\xi_n-\xi')\frac{de}{d\xi'}d\xi'=-\int\phi'(\xi_n-\xi')\,e\,d\xi' .$$

Because $\phi$ falls monotonically from 1 towards 0, $\int|\phi'|\,du\le1$, and the effect is no larger than the maximum of $|e|$. The infinite slope of $\phi$ at $u=0$ for $\beta<1$ does no harm here.

The other error comes from taking $\ln\tau$ linear in time. Where $\ln\tau$ is smooth, its distance from the chord is $O(\Delta t^2)$, which gives a relative error $O(\delta^2)$ in $w$. The feedback of $T_f$ on $\tau$ multiplies these errors by a factor that depends on the history. Changes of rate make $\ln\tau$ less smooth locally, so second order is the expectation for smooth stretches, not a theorem for every schedule.

## An independent solution

For $\beta=1/2$ the memory can be replaced by exponential modes:

$$e^{-\sqrt u}=\int_0^\infty\rho(\lambda)e^{-\lambda u}d\lambda,\qquad\rho=\frac{e^{-1/(4\lambda)}}{2\sqrt\pi\,\lambda^{3/2}}.$$

To prove this, put $\lambda=1/(4z^2)$. Then $\rho\,d\lambda$ becomes $(2/\sqrt\pi)e^{-z^2}dz$, and the exponent is $-z^2-a^2/z^2=-(z-a/z)^2-2a$, with $a=\sqrt u/2$. The substitution $z\to a/z$ shows that $\int_0^\infty e^{-(z-a/z)^2}dz$ equals the same integral with an extra factor $a/z^2$. Half the sum of the two is $\frac12\int_{-\infty}^{\infty}e^{-p^2}dp=\sqrt\pi/2$, with $p=z-a/z$. What remains is $e^{-2a}=e^{-\sqrt u}$.

Each mode has a departure $y_i=-\int e^{-\lambda_i(\xi-\xi')}dT$. Differentiating,

$$\frac{dy_i}{dt}=-\frac{\lambda_i}{\tau}y_i-\frac{dT}{dt},\qquad T_f=T+\sum_i g_iy_i.\tag{9}$$

The reference solution uses 68 modes, evenly spaced in $\ln\lambda$ with weights $g_i$ from the trapezoidal rule, the last one adjusted so that they add to 1, and integrates (9) by the implicit Radau method with tolerances of $10^{-7}$.

## Two cycles

The plain cycle cools from 403 to 323 K and reheats, both at 10 K/min. The aged cycle follows it and adds a 10 h hold at 358 K during cooling. The table gives the largest $|T_f-T_{f,\rm ref}|$ in kelvin over 14 checkpoints in the plain cycle and 13 in the aged one. The last column is an explicit staircase scheme for the plain cycle with temperature steps $\delta/2$. It replaces $\bar\phi_j$ by $\phi(u_j+w_j)$ and evaluates $\tau$ with the previous $T_f$.

| $\delta$ (K) | Steps, both cycles | Plain | Aged | Staircase |
|---:|---:|---:|---:|---:|
| 2 | 336 | 0.037 | 0.049 | 0.27 |
| 1 | 667 | 0.010 | 0.019 | 0.15 |
| 0.5 | 1329 | 0.0027 | 0.0050 | 0.083 |
| 0.25 | 2650 | 0.0007 | 0.0015 | 0.045 |

From the first row to the last, the mean orders are 1.90, 1.68 and 0.86. The implicit scheme at $\delta=2$ K is more accurate in the plain cycle than the staircase at $\delta=0.25$ K. At $\delta=1$ K the largest measured ratio of the second fixed-point correction to the first was 0.10, compared with the estimate 0.15 from (6).

The remaining results for these cycles use $\delta=0.25$ K. The frozen fictive temperature at 323 K is 372.46 K in the plain cycle and 365.96 K in the aged one. On reheating:

| $T$ (K) | $T_f$ plain (K) | $T_f$ aged (K) |
|---:|---:|---:|
| 363 | 372.56 | 366.13 |
| 373 | 373.91 | 368.14 |
| 379 | 378.17 | 376.24 |
| 385 | 384.97 | 384.97 |

At 363 K the plain sample already has a higher $T_f$ than when frozen, although $T<T_f$. By (9), $dT_f/dt=-\sum_i g_i\lambda_iy_i/\tau$ in ramps and holds alike. A rising $T_f$ therefore means that the rate-weighted departure is negative: fast modes lie below $T$ even though the average lies above it.

If the heat-capacity difference between liquid and glass is constant, $dT_f/dT$ is the excess heat capacity over the glass divided by that difference. Its peak, from difference quotients between steps, is 1.23 at 380.4 K in the plain cycle and 2.39 at 379.0 K in the aged one. Ageing nearly doubles the peak and, for this hold, puts it at a slightly lower temperature. In the plain cycle the slope stays below 2, so the bound on $T$ is the stricter one in its ramps; the bound on $T_f$ becomes the stricter one near the aged peak.

## Failure modes

**A hold in one step.** With $\delta=0.5$ K in the ramps but the 10 h hold taken whole, $T_f$ ends at 364.57 K. The reference is 366.04 K. The error is 1.5 K, against 0.003 K with rules (7). The sign is understandable: if $T_f$ falls fast at first and slowly later, $\ln\tau$ lies above its chord, and the chord overestimates the reduced time.

**A hidden excursion.** After the same hold, heat at 1 K/s to 366.04 K, the fictive temperature just reached, and hold for $10^6$ s. With $\delta=0.5$ K, $T_f$ starts this hold at 366.17 K, rises to 368.41 K after about 2000 s, and ends at 366.04 K. This is the Kovacs effect: fast modes rise to the new temperature before slow modes come down. The net change is $-0.13$ K and the excursion 2.2 K. An endpoint test with $\delta=0.5$ K cannot see it.

**An instantaneous jump.** Such a jump has $w_j=0$ and must use $\bar\phi_j=\phi(u_j)$. It also provides no ramp rate for (7), so the first hold step must be chosen separately, as a small fraction of the current $\tau$.

## Changing the cooling rate

A scaling law gives a further use of the scheme. Near a temperature $T_*$, write $T=T_*+\theta s$ and $T_f=T_*+\theta s_f$, with $\theta=RT_*^2/H$. To leading order in $RT_*/H$, (2) becomes $\ln\tau=\ln\tau_{\rm eq}(T_*)-xs-(1-x)s_f$. Since $dt=\theta\,|ds|/|q|$, the rate enters only through $\theta/[|q|\tau_{\rm eq}(T_*)]$. Choose $T_*$ so that this ratio is 1. Every cooling run then follows the same curve $s_f(s)$, and

$$\ln|q|=\ln\frac{RT_*^2}{H}-\frac{H}{RT_*}+\text{const}.$$

Because $d(2\ln T_*)=2T_*\,d(-1/T_*)$, the slope with respect to $-1/T_*$ is $H/R+2T_*$. The frozen value $T_f'$ differs from $T_*$ by a fixed multiple of $\theta$, which changes this slope only at higher order. Thus

$$R\,\frac{d\ln|q|}{d(-1/T_f')}\approx H+2RT_f'.$$

Cooling from 403 to 323 K at 1, 10 and 100 K/min with $\delta=0.5$ K gives $T_f'=368.73$, 372.46 and 376.26 K. With the unrounded values, the outer pair yields $R\ln100/(1/368.73-1/376.26)\approx706$ kJ/mol. The formula also gives 706 kJ/mol, with $T_f'$ taken at the middle rate. The runs must end cold enough for $T_f$ to have stopped moving: stopped at 343 K they give about 709 kJ/mol, while continuing to 293 K changes the value by only 0.1 kJ/mol.

## Relation to a real polymer

The example is not fitted to a particular polymer. Its $H$ and $\tau_r$ put the glass transition near 373 K, as in atactic polystyrene, and $\beta=1/2$ allows the closed-form spectrum used above. For a real sample, $H$, $x$, $\beta$ and $\tau_r$ must be fitted to measurements. Real polymers depart from an Arrhenius equilibrium line. Replacing the equilibrium part of (2) by the Vogel-Fulcher-Tammann form $\ln\tau_r+B/(T_f-T_r+C)-B/C$, with $C=50$ K and $B=HC^2/(RT_r^2)$, preserves the slope at $T_r$. With all else fixed and $\delta=0.5$ K, this raises the frozen $T_f$ of the plain cycle by 0.12 K and shifts its checkpoints by at most 0.20 K. The aged cycle reaches lower $T_f$, where the two equilibrium lines differ more: its frozen $T_f$ rises by about 0.6 K.

Real samples are also not uniform in temperature. In a slab of thickness $L$ and thermal diffusivity $D$, heated on one face and insulated on the other, steady heating requires $D\,\partial^2T/\partial z^2=q$. With zero gradient at $z=L$, the far face lags by $qL^2/(2D)$. For 0.5 mm and a rough $D=10^{-7}$ m²/s this is 0.21 K at 10 K/min. Both effects reach about 0.2 K in the plain cycle, and the curved line about 0.6 K in the aged one. This is at least ten times the largest numerical error at $\delta=1$ K, which is 0.019 K in the aged cycle, so a smaller bound improves the solution of the equations more than the description of such a sample.
